# Why Uniformly Shrunk Copper Lines Become Slower at Fixed Permittivity

A metal film bounded by two parallel surfaces a distance $d$ apart has the resistivity

$$\frac{\rho(d)}{\rho_0}=1+\delta+O(\delta^2),\qquad \delta=\frac{3\lambda(1-p)}{8d},\qquad d\gg\lambda .$$

Here $\rho_0$ is the bulk resistivity, $\lambda$ the bulk mean free path and $p$ the probability that a surface reflects an electron specularly. The quantity $\delta$ is a fractional increase.

If a copper line shrinks together with its length and all its surroundings, at fixed relative permittivity $k$, its RC delay would stay constant for constant resistivity. The delay therefore rises by the factor by which $\rho(d)$ rises. If the length is held fixed instead, the delay also grows as $1/d^2$ for purely geometrical reasons, and surface scattering multiplies that growth.

## What shrinking does to the delay

Let a line of length $L$ have resistance $R'$ and capacitance $C'$ per unit length. Neglect inductance. Ohm's law and charge conservation read

$$\frac{\partial V}{\partial x}=-R'I,\qquad \frac{\partial I}{\partial x}=-C'\frac{\partial V}{\partial t}.$$

Differentiating the first and inserting the second gives

$$\frac{\partial^2V}{\partial x^2}=R'C'\frac{\partial V}{\partial t}.$$

An ideal driver steps the near end from 0 to $V_0$ at $t=0$, and the far end is open, so $\partial V/\partial x=0$ there. The deficit $u=V_0-V$ vanishes at $x=0$ and has zero slope at $x=L$. Its modes are $\sin q_nx$ with $q_nL=(n+\tfrac12)\pi$. Since $u=V_0$ initially, their amplitudes are

$$\frac{2}{L}\int_0^L V_0\sin q_nx\,dx=\frac{2V_0}{q_nL}=\frac{4V_0}{(2n+1)\pi}.$$

Each mode decays at the rate $q_n^2/(R'C')$, and $\sin q_nL=(-1)^n$. At the far end

$$\frac{u(L,t)}{V_0}=\sum_{n=0}^\infty\frac{4(-1)^n}{(2n+1)\pi}
\exp\!\left[-\frac{(2n+1)^2\pi^2t}{4R'C'L^2}\right].$$

Keeping the slowest mode and setting the deficit to one half gives

$$t_{50}=\frac{4}{\pi^2}\ln\frac{8}{\pi}\,R'C'L^2\approx0.379\,R'C'L^2 .$$

At this time the next term is about $10^{-4}$, so dropping it is justified. A ladder of 200 resistor-capacitor cells gives the factor 0.3787, against 0.3788 from the formula.

Now enlarge or shrink the cross-section by a factor $s$, keeping the conductor voltages fixed. If $\phi(\mathbf r)$ solves Laplace's equation for the old geometry, $\phi(\mathbf r/s)$ solves it for the new one. The field and the surface charge density scale as $1/s$, while the conductor perimeter scales as $s$. The charge per unit length is unchanged, and so

$$C'=k\varepsilon_0c,$$

where $c$ depends on shape alone. For a line of width $d$ and height $h$, $R'=\rho/(dh)$. Therefore

$$t_{50}=0.379\,\rho\,k\varepsilon_0c\,\frac{L^2}{dh}.$$

When $L$, $d$ and $h$ shrink together, the last fraction does not change. Any change of delay at fixed $k$ must then come from $\rho$.

## How a surface removes current

Take the line as a tall slab whose two sidewalls are the scattering surfaces. Current flows along $x$, and $z$ runs from one sidewall to the other. The metal has a spherical Fermi surface, Fermi speed $v_F$ and one relaxation time $\tau$, with $\lambda=v_F\tau$.

Let $F_0(\epsilon)$ be the equilibrium distribution at energy $\epsilon$, and $F_1$ the part linear in the electric field $E$. The force on an electron is $-eE$, so the steady linearized Boltzmann equation is

$$v_z\frac{\partial F_1}{\partial z}+\frac{F_1}{\tau}=eEv_x\frac{\partial F_0}{\partial\epsilon}.$$

In the bulk, $F_1^{\rm b}=eE\tau v_x\,\partial F_0/\partial\epsilon$. Define $f=F_1/F_1^{\rm b}$ and $v_z=v_F\mu$. Dividing by the right-hand side gives

$$\lambda\mu\frac{\partial f}{\partial z}+f=1 .$$

A direction contributes to the current in proportion to $v_x^2$, whose average over azimuth is proportional to $1-\mu^2$. Because $\int_{-1}^1(1-\mu^2)d\mu=4/3$, the local conductivity relative to bulk is

$$\frac{\sigma(z)}{\sigma_0}=\frac34\int_{-1}^{1}(1-\mu^2)f(z,\mu)\,d\mu .$$

Specular reflection reverses $v_z$ and keeps $v_x$. Diffuse reflection returns electrons with no average drift. The departing drift is thus $p$ times the arriving drift.

Consider first one wall at $z=0$, with bulk metal beyond it. Arriving electrons have $f=1$, departing ones start with $f=p$, and the kinetic equation gives for $\mu>0$

$$f=1-(1-p)e^{-z/(\lambda\mu)} .$$

An electron leaving a diffuse wall needs a path of order $\lambda$ to recover its drift. Integrating the deficit over $z$ gives $(1-p)\lambda\mu$ for each direction. The total missing current equals that of a dead layer of thickness

$$\frac34(1-p)\lambda\int_0^1(1-\mu^2)\mu\,d\mu
=\frac34(1-p)\lambda\left(\frac12-\frac14\right)
=\frac{3}{16}\lambda(1-p).$$

Two well-separated walls remove twice this thickness out of $d$. Hence $\sigma/\sigma_0=1-\delta$, and inversion gives $\rho/\rho_0=1+\delta$ to first order.

## When the walls are not far apart

Write $\kappa=d/\lambda$ and $q=e^{-\kappa/\mu}$. For $\mu>0$ the general solution is $f=1-Ae^{-z/(\lambda\mu)}$. By mirror symmetry, electrons moving the other way have the same profile measured from the opposite wall. They arrive at $z=0$ with $f=1-Aq$, so the boundary condition is

$$1-A=p(1-Aq)\quad\Longrightarrow\quad A=\frac{1-p}{1-pq}.$$

Averaging $f$ over the thickness gives $1-A(\mu/\kappa)(1-q)$. Both directions contribute equally, hence

$$\frac{\sigma}{\sigma_0}=1-\frac{3(1-p)}{2\kappa}\int_0^1(\mu-\mu^3)\frac{1-q}{1-pq}\,d\mu .$$

Direct discretization of the kinetic equation tests this integral at $(\kappa,p)=(1,0)$, $(1.3,0.5)$ and $(4,0.2)$. The two agree within $2\times10^{-5}$ of the bulk conductivity.

To separate the simple law from its correction, use

$$\frac{1-q}{1-pq}=1-\frac{(1-p)q}{1-pq}.$$

The first term integrates to $1/4$ and reproduces $\delta$. Thus $\sigma/\sigma_0=1-\delta+\varepsilon$, with

$$\varepsilon=\frac{3(1-p)^2}{2\kappa}\int_0^1(\mu-\mu^3)\frac{q}{1-pq}\,d\mu .$$

Since $q\le e^{-\kappa}$, and $q/(1-pq)$ grows with $q$,

$$0\le\varepsilon\le\delta(1-p)\frac{e^{-\kappa}}{1-pe^{-\kappa}} .$$

This term describes electrons that cross from wall to wall without a bulk collision. The two walls cannot both remove a drift that has not recovered between them. The error of the linear resistivity law follows by subtraction:

$$\frac{\rho}{\rho_0}-1-\delta=\frac{1-(1+\delta)(1-\delta+\varepsilon)}{1-\delta+\varepsilon}
=\frac{\delta^2-\varepsilon(1+\delta)}{1-\delta+\varepsilon}.$$

For thick films $\varepsilon$ is exponentially small and the error is close to $\delta^2$. On a grid with $1\le\kappa\le20$ and $0\le p\le0.95$, the linear law underestimates the total resistivity by at most 6.0%, and the increase by at most 18.9% of the full increase. The condition $d>\lambda$ therefore permits an estimate, while accuracy requires $\delta\ll1$, which for diffuse walls means $d\gg\lambda$.

The case $p=1$ identifies the cause. Then $A=0$, $f=1$ everywhere and $\sigma=\sigma_0$, however narrow the film is within this semiclassical model. Confinement alone does not raise the resistivity here; the loss of drift at the surfaces does.

## A copper line shrunk fourfold

Take rough typical values $\rho_0=1.7$ µΩ cm and $k=3.0$, with fully diffuse walls, $p=0$. The lattice constant of the model is set to $a=0.361$ nm. This is an assumed input whose last digit matters little: rounding it to 0.36 nm changes $\lambda$ by less than 1%. The digits kept below serve to compare sizes and formulas, not to predict a measured line. Copper has four atoms per cubic cell and is given one conduction electron per atom, so $n=4/a^3=8.50\times10^{28}$ m⁻³. From $\rho_0=m/(ne^2\tau)$, $\lambda=v_F\tau$ and $mv_F=\hbar k_F$,

$$\rho_0\lambda=\frac{\hbar k_F}{ne^2},\qquad k_F=(3\pi^2n)^{1/3}.$$

This gives $6.57\times10^{-16}$ Ω m² and $\lambda=38.7$ nm.

The line has height $2d$, side gaps $d$, gaps $2d$ to grounded planes above and below, and length $20000d$. Every second line of the array switches; the others are held at zero voltage along their whole length. This is an idealization. Neighbours with the same resistance, grounded only at their drivers, are pulled up during the transition and draw less charge early on, which shortens the delays below by about a third. Those delays remain proportional to $\rho$, so the ratios between sizes are unchanged. Facing plates alone would give $c=2(2d/d)+2(d/2d)=5$. The field solution, extrapolated in mesh size, gives 7.065, the difference being the fringing field. On one fixed mesh of 2.5 nm, the widths 200, 100 and 50 nm give 7.069, 7.075 and 7.089, equal to within 0.3%, as scale invariance requires. The capacitance is 0.188 fF/µm at every size.

For $d=50$ nm, $\delta=3(38.7)/(8\times50)=0.290$, while the full integral gives an increase of 0.353. The resistance per length is

$$R'=\frac{2.301\times10^{-8}\ \Omega\,\mathrm m}{(50\ \mathrm{nm})(100\ \mathrm{nm})}=4.60\ \Omega/\mu\mathrm m .$$

A 1 mm line thus has 4.60 kΩ and 188 fF, and its delay is $0.379RC\approx0.33$ ns.

| $d$ (nm) | $\rho/\rho_0$, full | $1+\delta$ | $t_{50}$ (ps) |
|---|---|---|---|
| 200 | 1.078 | 1.072 | 261 |
| 100 | 1.166 | 1.145 | 282 |
| 50 | 1.353 | 1.290 | 327 |

With bulk resistivity all three delays would be 242 ps. The fourfold shrink raises the delay by the factor $1.353/1.078=1.255$; the linear law predicts 1.203. Cancelling the rise through the dielectric would require $k=3.0/1.255=2.39$ throughout the insulator. If the length were held fixed during the shrink, the factor would be $16\times1.255\approx20$, most of it geometrical.

At 50 nm the local conductivity is 0.472 of bulk at the wall and 0.820 in the middle. At a diffuse wall the departing half of the electrons carries no drift, which limits the value to one half. The arriving half has not fully recovered from the opposite wall, which lowers it further.

## What real lines add

Widths of tens of nanometres and copper in a low-$k$ insulator belong to real interconnects, but the unbroken 1 mm line of 50 nm width is an idealization; repeaters placed along it could shorten the delay. The length was chosen so that resistance governs the delay: the time of flight $L\sqrt k/c_0$, with $c_0$ the speed of light, is 5.8 ps against 327 ps. At 200 nm it is 23 ps against 261 ps, so inductance is less negligible there. A driver resistance $R_d$ adds a delay of roughly $0.7R_dC$, with $C$ the total line capacitance, almost independent of $\rho$. If $R_dC$ stays fixed during the shrink, this term dilutes the percentage rise. If $R_d$ stays fixed, the term falls with $C$, fourfold here, and can reverse the rise: for $R_d=1$ kΩ the total delay at 50 nm is about 0.6 of that at 200 nm.

Several other omissions matter at 50 nm:

- **Top and bottom surfaces.** To first order, dead layers add around the perimeter, giving $\tfrac38\lambda(1-p)(1/d+1/h)$. Sampling electron paths in the full rectangle gives $\rho/\rho_0=1.521$ instead of 1.353.
- **Grain boundaries.** A plane of unit area has $k_F^2/(4\pi)$ conduction channels, each of conductance $2e^2/h_{\rm P}$, with $h_{\rm P}$ Planck's constant. Using $n=k_F^3/(3\pi^2)$, its open-channel resistance is $4\pi^2\hbar/(e^2k_F^2)=\tfrac43\rho_0\lambda$. Reflection probability $r$ raises this by the factor $1/(1-r)$, so the excess is roughly $\tfrac43\rho_0\lambda\,r/(1-r)$ per boundary. For assumed values $r=0.2$ and grain size $d$, this adds about 26% of $\rho_0$. This is a rough estimate, because it assumes equally filled channels. In a metal with bulk collisions the drift is strongest for electrons heading straight at the boundary, which makes the excess somewhat larger.
- **Liner.** A non-conducting 3 nm layer on both sides and the bottom reduces the copper area and, at fixed resistivity, raises the resistance by the factor $5000/(44\times97)=1.17$.
- **Temperature.** Warming by 75 K, with a rough coefficient of 0.004 per kelvin, raises $\rho$ from 1.353 to 1.647 times the cold bulk value. The surface part hardly moves, from 0.601 to 0.590 µΩ cm, because its leading term contains the product $\rho_0\lambda$, in which $\tau$ cancels.

Grain boundaries and the liner are thus comparable with the surface effect, and the calculated delay is not a prediction for a complete device. Two other assumptions are safer: the Fermi wavelength, 0.46 nm, is far below the width, and 1 V across the 50 nm gap gives 0.20 MV/cm, well below the rough breakdown scale of several MV/cm for good dielectrics. The numerical output lists the values used here.

## Numbers as computed

```
Bulk resistivity, input: 1.70 uOhm cm
Lattice constant, input: 0.361 nm
Relative permittivity k, input: 3.0
Specular probability p, input: 0.0
Length/width, input: 20000
Electron density: 8.502e+28 m^-3
Fermi wavenumber: 13.60 nm^-1
rho0*lambda: 6.573e-16 Ohm m^2
Mean free path: 38.7 nm
Delay factor, formula: 0.3788
Delay factor, ladder: 0.3787
C'/(k eps0), d=200 nm, fixed mesh: 7.069
C'/(k eps0), d=100 nm, fixed mesh: 7.075
C'/(k eps0), d=50 nm, fixed mesh: 7.089
C'/(k eps0), extrapolated: 7.065
C'/(k eps0), plates only: 5.000
C': 0.188 fF/um
d=200 nm: d/lambda=5.17, L=4.0 mm
  rho/rho0: full 1.078, linear 1.072
  rho=1.833 uOhm cm, R'=0.229 Ohm/um
  50% delay=260.6 ps, flight=23.1 ps
d=100 nm: d/lambda=2.59, L=2.0 mm
  rho/rho0: full 1.166, linear 1.145
  rho=1.983 uOhm cm, R'=0.992 Ohm/um
  50% delay=282.0 ps, flight=11.6 ps
d=50 nm: d/lambda=1.29, L=1.0 mm
  rho/rho0: full 1.353, linear 1.290
  rho=2.301 uOhm cm, R'=4.602 Ohm/um
  50% delay=327.2 ps, flight=5.8 ps
Delay with bulk rho, all sizes: 241.7 ps
Delay ratio 50/200 nm, scaled length: 1.255
Same ratio, linear law: 1.203
Delay ratio 50/200 nm, fixed length: 20.09
k cancelling the scaled rise: 2.39
rho/rho0 at 50 nm for p=0.5: 1.159
Specular control sigma/sigma0, d=lambda: 1.000000
Local sigma/sigma0 at wall, 50 nm: 0.472
Local sigma/sigma0 at middle: 0.820
Linear law, d>=lambda: rho low by <= 6.0 %
  increase low by <= 18.9 %
Neglected effects at d=50 nm:
rho/rho0 with top and bottom scattering: 1.521
Grain reflection 0.2, grain size d: +26 % of rho0
Liner 3 nm: resistance factor 1.172
Temperature coefficient: 0.004 /K
Warming 75 K: rho/rho0(cold)=1.647
Surface part cold, hot: 0.601, 0.590 uOhm cm
Fermi wavelength: 0.46 nm
Dielectric field at 1 V: 0.20 MV/cm
```
